# Compression and Intercept of a Cubic Amplifier with a Fifth-Order Term

## Problem

A memoryless amplifier turns a gate voltage $v$ into a signal current

$$i = g_1 v + g_3 v^3 ,\qquad g_1g_3<0 .$$

The opposite signs make it compressive: its gain falls as the drive rises. A tone $A\cos\theta$ at the gate carries the power $P=A^2/(2R)$ into a reference resistance $R$.

The input 1 dB compression point is the lowest single-tone power at which the gain is 1 dB below its small-signal value. The input third-order intercept is found with two equal tones. One extends the small-signal lines of the wanted output and of the product at $2\omega_1-\omega_2$ until they cross, and quotes the power **per tone** at the crossing.

(a) Find the intercept amplitude $A_{\rm IP}$.

(b) By how many decibels does the compression point lie below the intercept, and on which of $g_1$, $g_3$ and $R$ does this gap depend?

(c) Add a term $g_5v^5$. Which combination of coefficients controls the gap now, and what values can the gap take?

(d) A class-A transistor stage has $i=I\tanh(g_1v/I)$ with $g_1=100$ mS, $I=150$ mA and $R=50\ \Omega$. Find its gap from the cubic and from the fifth-order model, and compare both with the full curve.

## Hints

1. For one tone, reduce $\cos^3\theta$ and $\cos^5\theta$ to multiple angles and keep the part in $\cos\theta$.
2. For two tones, expand $(\cos\alpha+\cos\beta)^3$ and look for $\cos(2\alpha-\beta)$.
3. Measure power in units of the intercept power, $u=A^2/A_{\rm IP}^2$. The gap is then $-10\log_{10}u$ at compression.
4. In (c), compression is the root of a quadratic. Decide which root is reached first as the drive rises, and ask when there is no root.

## Solution

### (a) The intercept

Let the input be $A(\cos\alpha+\cos\beta)$, with $\alpha=\omega_1t$, $\beta=\omega_2t$ and unrelated frequencies. One cross term of the cube is

$$3\cos^2\alpha\cos\beta=\tfrac32\cos\beta+\tfrac32\cos2\alpha\cos\beta
=\tfrac32\cos\beta+\tfrac34\left[\cos(2\alpha+\beta)+\cos(2\alpha-\beta)\right].$$

No other term of the cube contains $\cos(2\alpha-\beta)$, so the third-order product has amplitude $\tfrac34|g_3|A^3$. The small-signal wanted output is $|g_1|A$. Setting the two equal gives

$$|g_1|A_{\rm IP}=\tfrac34|g_3|A_{\rm IP}^3
\quad\Rightarrow\quad A_{\rm IP}^2=\frac43\left|\frac{g_1}{g_3}\right| .$$

This is a crossing of extended lines, not a level at which the amplifier is operated.

Even powers of $v$ would change nothing here. If $\alpha$ and $\beta$ both advance by $\pi$, even powers of the input stay the same, while $\cos\alpha$ and $\cos(2\alpha-\beta)$ change sign. Even powers therefore cannot contain these components.

### (b) The cubic gap

For one tone, $\cos^3\theta=\tfrac14(3\cos\theta+\cos3\theta)$. The output at the input frequency is $(g_1A+\tfrac34g_3A^3)\cos\theta$. Dividing by $g_1A$, and using $g_3/g_1=-|g_3/g_1|=-\tfrac43/A_{\rm IP}^2$, gives the relative gain

$$1+\frac34\frac{g_3}{g_1}A^2=1-\frac{A^2}{A_{\rm IP}^2}=1-u .$$

A fall of 1 dB means an amplitude ratio of $10^{-1/20}$, because decibels are $20\log_{10}$ of an amplitude ratio. Hence

$$u=\delta,\qquad \delta=1-10^{-1/20}=0.10875,$$

$$\text{gap}=-10\log_{10}\delta=9.64\ \text{dB}.$$

The coefficients and $R$ have cancelled. Both points are set by the same ratio $|g_1/g_3|$, so changing it moves them together.

At the output the gap is 10.64 dB. The intercept is carried to the output with the full small-signal gain, whereas the compression point is carried there with 1 dB less.

### (c) The fifth-order term

**The intercept stays.** The new term adds to the third-order product an amount proportional to $A^5$, and to the wanted tone an amount that also goes as $A^5$. Both vanish faster than the small-signal lines as $A\to0$, so $A_{\rm IP}$ is unchanged.

**The gain changes.** From $\cos^5\theta=\tfrac1{16}(10\cos\theta+5\cos3\theta+\cos5\theta)$, the relative gain acquires the term $\tfrac58(g_5/g_1)A^4$. With $A^4=u^2A_{\rm IP}^4=\tfrac{16}9(g_1/g_3)^2u^2$ this becomes

$$\frac58\cdot\frac{16}9\,\frac{g_5}{g_1}\frac{g_1^2}{g_3^2}\,u^2=\kappa u^2,
\qquad \kappa=\frac{10}{9}\frac{g_1g_5}{g_3^2}.$$

The relative gain is $1-u+\kappa u^2$, and 1 dB compression requires

$$\kappa u^2-u+\delta=0 .$$

For $\kappa>0$ both roots are positive, and the smaller one, $[1-\sqrt{1-4\kappa\delta}]/(2\kappa)$, is reached first. For $\kappa<0$ the roots have opposite signs, and the same expression is the positive one. Multiplying numerator and denominator by $1+\sqrt{1-4\kappa\delta}$ gives a form that is also regular at $\kappa=0$:

$$u=\frac{2\delta}{1+\sqrt{1-4\kappa\delta}},\qquad \text{gap}=-10\log_{10}u .$$

| $\kappa$ | gap (dB) |
|---:|---:|
| $-10$ | 11.83 |
| $-4$ | 10.87 |
| $-1$ | 10.05 |
| $0$ | 9.64 |
| $1$ | 9.06 |
| $2$ | 7.96 |

The denominator falls as $\kappa$ rises, so $u$ grows and the gap shrinks. Three regimes follow.

- **Small $\kappa$.** Here $\sqrt{1-4\kappa\delta}\approx1-2\kappa\delta$, so $u\approx\delta(1+\kappa\delta)$. The gap changes by $-(10/\ln10)\,\delta=-0.47$ dB per unit $\kappa$.
- **Large negative $\kappa$.** The fifth-order term does most of the compressing. Then $|\kappa|u^2\approx\delta$, and the gap tends to $5\log_{10}(|\kappa|/\delta)$, which has no upper bound. This limit needs $4|\kappa|\delta\gg1$. At $\kappa=-10$ it still gives 2 dB too little.
- **Positive $\kappa$ near its limit.** The root is real up to $\kappa=1/(4\delta)=2.30$, where $u=2\delta$ and the gap has its smallest value, 6.63 dB. Beyond this, the lowest relative gain, $1-1/(4\kappa)$ at $u=1/(2\kappa)$, stays above $1-\delta$. The gain dips by less than 1 dB and then expands, so the model has no 1 dB compression point.

**Has the polynomial folded over?** A cubic turns down at large $v$, which would make the model meaningless there. With $w=v^2/A_{\rm IP}^2$, the slope of the static curve is

$$\frac1{g_1}\frac{di}{dv}=1+3\frac{g_3}{g_1}v^2+5\frac{g_5}{g_1}v^4=1-4w+8\kappa w^2 ,$$

because $g_3A_{\rm IP}^2/g_1=-\tfrac43$ and $g_5A_{\rm IP}^4/g_1=\tfrac85\kappa$. At the peak of the compressing tone $w=u$, and the quadratic gives $\kappa u^2=u-\delta$. The slope there is $1-8\delta+4u$, which is positive since $8\delta=0.87$.

Inside the swing there are two cases:

- For $\kappa\le\tfrac12$ the slope falls all the way to the peak. This is plain for $\kappa\le0$. For $0<\kappa\le\tfrac12$ its minimum lies at $w=1/(4\kappa)\ge\tfrac12$, beyond the largest possible $u=2\delta=0.22$.
- For $\kappa>\tfrac12$ the minimum value, $1-1/(2\kappa)$, is itself positive.

The curve therefore does not fold before compression. That does not make the truncated series accurate, which is the subject of (d).

### (d) The transistor stage

The total current, bias plus signal, runs between zero and $2I=300$ mA, as class-A operation about the middle of the range requires. From $\tanh x=x-\tfrac13x^3+\tfrac2{15}x^5-\dots$ with $x=g_1v/I$,

$$g_3=-\frac{g_1^3}{3I^2}=-14.8\ \text{mA/V}^3,\qquad
g_5=\frac{2g_1^5}{15I^4}=2.63\ \text{mA/V}^5,$$

$$\kappa=\frac{10}9\cdot\frac{2/15}{(1/3)^2}=\frac43 .$$

The scales $g_1$ and $I$ drop out of $\kappa$, so every tanh stage has this value. The intercept is at $A_{\rm IP}^2=\tfrac43\times100/14.8=9.0\ \text{V}^2$, that is 3.0 V. The power is $9.0/(2\times50)$ W $=90$ mW, or 19.54 dBm.

With $4\kappa\delta=0.580$, the fifth-order model gives $u=0.2175/(1+\sqrt{0.420})=0.132$. The full curve was treated numerically, by projecting the output on $\cos\theta$.

| Model | Compression (dBm) | Gap (dB) |
|---|---:|---:|
| cubic | 9.91 | 9.64 |
| with fifth order | 10.75 | 8.80 |
| with seventh order | 10.55 | 8.99 |
| full tanh | 10.58 | 8.96 |

Relative to the full curve, the cubic gap is 0.67 dB too large and the fifth-order gap 0.17 dB too small. The fifth-order term has the right sign and overshoots, and the seventh-order term takes back slightly more than the overshoot, ending 0.03 dB above the full curve.

**Beside a real device.** The parameters are rough values in the regime of a 1 mm wide hydrogen-terminated diamond transistor, with voltages taken as magnitudes. The tanh shape is an assumed form. A real transfer curve has its own $g_3$ and $g_5$, which change with bias, so $\kappa=\tfrac43$ and the 8.96 dB gap belong to the model and not to the device. With a 20 V drain bias, a 50 Ω load and full-curve compression, the drain voltage stays between 15.4 and 24.6 V, above a rough knee of 8 V. If the gate voltage is neglected beside the drain voltage, the mean field over a 1 µm gate-drain spacing peaks at 0.25 MV/cm, against a rough practical limit of 1 MV/cm. A gate voltage of 3 V would change this by only 0.03 MV/cm. The bias is thus modest for such a device, though the peak field at the gate edge is higher than this mean.

Real devices break the memoryless assumption. With a 50 Ω source and a 50 Ω termination at the gate, a constant input capacitance of 1 pF at 1 GHz costs 0.11 dB, but it shifts both points equally and leaves the gap alone. Suppose instead that the capacitance rises by 30 % with the average drive, too slowly to follow the beat between two tones. The loss then grows by 0.07 dB, and 1 dB of total compression is reached at a gate amplitude 0.35 dB lower. The source must supply 0.07 dB more to reach that amplitude, so the gap referred to the source widens by about 0.3 dB. This shift exceeds the error of stopping at fifth order. Its sign is not general: a capacitance that follows the gate voltage within each cycle creates third-order products of its own, which can lower the intercept by more than the compression point and so narrow the gap.

Heating matters less here. Take a uniformly heated strip, 1 µm by 1 mm, on thick diamond with a conductivity of roughly 2000 W/(m K). The thermal resistance to its centre is 1.4 K/W. At compression, 0.23 W leaves as radio-frequency output instead of heat. The device cools by 0.3 K, which moves the gap by $-0.04$ dB if the signal current at a given gate voltage varies as $1/T$ and the intercept is unaffected. A package would add thermal resistance.

## Variation 1: compression measured with two tones

*Both tones are now raised together until each wanted output is compressed by 1 dB. What is the cubic gap, per tone?*

The part of $(\cos\alpha+\cos\beta)^3$ in $\cos\alpha$ is $\tfrac34$ from $\cos^3\alpha$ plus $\tfrac32$ from $3\cos\alpha\cos^2\beta$, together $\tfrac94$. This is three times the single-tone value, so the relative gain is $1-3u$. Compression occurs at $u=\delta/3$, and

$$\text{gap}=-10\log_{10}(\delta/3)=9.64+4.77=14.41\ \text{dB}.$$

The second tone compresses the first twice as strongly as the first compresses itself. A quoted gap therefore needs its test signal stated.

## Variation 2: an intercept read at finite power

*The intercept is computed from one two-tone measurement at level $u$, assuming slopes 1 and 3. What is read when a fifth-order term is present?*

Write each cosine as half the sum of two exponentials and count the ways to choose five factors. The term $e^{i(2\alpha-\beta)}$ arises in $20+30=50$ ways, and $e^{i\alpha}$ in $10+60+30=100$ ways. With the prefactor $1/32$ and the conjugate terms, the fifth-order coefficients are $25/8$ and $25/4$. These are 5 and 10 times the single-tone $5/8$. Relative to $g_1A$, the outputs are

$$\text{wanted: }1-3u+10\kappa u^2,\qquad \text{product: }-u+5\kappa u^2 .$$

The rule "input power plus half the level difference in dB" multiplies $u$ by the amplitude ratio. The reading, relative to the true intercept power, is

$$\frac{1-3u+10\kappa u^2}{|1-5\kappa u|}\approx1+(5\kappa-3)u .$$

For the stage in (d), $5\kappa-3=3.7$, so the reading is high. Its true intercept is 19.54 dBm. A test at 0 dBm per tone reads 19.74 dBm in the fifth-order model and 19.71 dBm with the full curve. At 5 dBm the readings are 20.30 and 20.06 dBm. At $-10$ dBm both read 19.56 dBm, so for this stage a low test power leaves an error of only about 0.02 dB.

The fifth-order model also predicts that the product vanishes at $u=1/(5\kappa)=0.15$, or 11.3 dBm per tone. With the full curve, the product at that level is only 20 dB below the wanted tone. The null comes from cutting off the series and is not a property of this stage.

The numerical output below lists the values used here.

## Computed results

```
delta = 1-10^(-1/20): 0.10875
Cubic gap, input, single-tone compression: 9.636 dB
Cubic gap, output-referred: 10.636 dB
Cubic gap, two-tone compression, per tone: 14.407 dB
Slope of gap at kappa=0: -0.472 dB per unit kappa
Largest kappa with 1 dB compression: 2.2989
Smallest gap, at that kappa: 6.625 dB
  kappa -10.0000: gap 11.828 dB
  kappa  -4.0000: gap 10.867 dB
  kappa  -1.0000: gap 10.046 dB
  kappa   0.0000: gap 9.636 dB
  kappa   0.3000: gap 9.487 dB
  kappa   1.0000: gap 9.060 dB
  kappa   1.3333: gap 8.795 dB
  kappa   2.0000: gap 7.963 dB
  kappa   2.2966: gap 6.761 dB
Device g1: 100.0 mS; bias current: 150 mA
Reference and load resistance: 50 ohm
Device g3: -14.815 mA/V^3; g5: 2.634 mA/V^5
Device kappa: 1.3333
Intercept amplitude: 3.0000 V; power: 19.54 dBm
  P1dB cubic: 0.9893 V, 9.91 dBm, gap 9.636 dB
  P1dB with 5th: 1.0898 V, 10.75 dBm, gap 8.795 dB
  P1dB with 7th: 1.0657 V, 10.55 dBm, gap 8.990 dB
  P1dB full tanh: 1.0690 V, 10.58 dBm, gap 8.962 dB
Gap shift, phase mesh 64 to 128: 3.9e-15 dB
Apparent intercept from a test at finite power per tone:
  test  -10 dBm: 5th-order 19.56, full 19.56 dBm
  test    0 dBm: 5th-order 19.74, full 19.71 dBm
  test    5 dBm: 5th-order 20.30, full 20.06 dBm
5th-order model IM3 null: u=0.150, 11.30 dBm
Full-curve IM3 at that level: -20.1 dBc
Rough: f 1 GHz, input C 1 pF, C change 30 %
Input filter loss: 0.106 dB; change: 0.072 dB
Gap shift from capacitance change: +0.354 dB
Rough: conductivity 2000 W/(m K), heated strip 1 um x 1 mm, base 300 K
DC power: 3.00 W; RF output at P1dB: 227.0 mW
Thermal resistance of strip: 1.369 K/W
Static heating: 4.11 K; drive cools: 0.311 K
Gap shift from drive cooling: -0.0422 dB
Drain bias: 20 V; rough knee: 8 V
Drain voltage range at P1dB: 15.41 to 24.59 V
Mean field over 1 um: 0.246 MV/cm; rough limit 1 MV/cm
```
